One-loop flow and logarithmic susceptibility of a uniaxial dipolar ferroelectric

**1. Result**

Above its transition, a uniaxial ferroelectric with dipolar forces has, in three dimensions, the susceptibility

χ = (C/ΔT) F, F = (1 + 3w₀l*)^(1/3)

2l* = ln(1/t₀) + (1/3) ln(1 + 3w₀l*)

t₀ = α₀ΔT/(κΛ²), w₀ = 6βk_BT_c/(16πgκ²), g² = 1/(ε₀ε⊥κ)

Here ΔT = T − T_c, C = 1/(ε₀α₀) is the Curie constant, and Λ is the wavevector cutoff at which the coefficients are defined. As ΔT → 0, l* grows as (1/2) ln(1/t₀), so that

χ ∝ t₀⁻¹ [ln(1/t₀)]^(1/3)

The formula is of leading order in the running coupling w defined in section 4. It assumes a continuous transition (β > 0), classical fluctuations, zero bias field and a uniform crystal without free carriers. Strain is not treated as a separate field.

To implement it, compute w₀ and t₀, start from l = (1/2) ln(1/t₀), and iterate the equation for l*. The formula needs t₀ < 1.

**2. Model and dipolar energy**

SI units are used. The polarisation P points along z, and p is the part of the wavevector q perpendicular to z. The short-range free energy density is

f = (a/2)P² + (κ/2)(∇P)² + (β/4)P⁴, a = α₀(T − T₀)

T₀ is the transition temperature before fluctuations below Λ are included. The other polarisation mechanisms give background permittivities ε⊥ and ε_z.

For one Fourier component, the field is E = −iqφ_e, with φ_e the electric potential. Gauss's law without free charge, q·D = 0, reads

−iε₀(ε⊥p² + ε_z q_z²)φ_e + q_z P = 0

This fixes φ_e. The field energy is half of the background permittivity times the squared field:

(ε₀/2)(ε⊥p² + ε_z q_z²)|φ_e|² = (1/2) q_z²|P|² / [ε₀(ε⊥p² + ε_z q_z²)]

It vanishes for q perpendicular to z and tends to |P|²/(2ε₀ε_z) for q along z. The limit q → 0 therefore depends on direction. The susceptibility χ above is the one for q_z/q → 0, where there is no depolarising field. A plate with its normal along z and ideal electrodes at controlled voltage measures this quantity.

Polarisation waves with an appreciable q_z/q are stiff, so the critical ones have q_z ≪ p. The kernel then reduces to q_z²/(ε₀ε⊥p²). Define φ = P√(κ/k_BT), with T ≈ T_c in this factor. Dividing the free energy by k_BT gives a quadratic part (1/2)G⁻¹|φ|² with

G⁻¹ = r + p² + g²q_z²/p², r = a/κ

The quartic part becomes

βP⁴/(4k_BT) = βk_BTφ⁴/(4κ²) = uφ⁴/4!, so u = 6βk_BT/κ²

**3. Why three dimensions is marginal**

Balancing p² against g²q_z²/p² gives q_z ~ p²/g. When transverse wavevectors are enlarged by b, q_z must be enlarged by b². Let d be the dimension, so that p has d − 1 components. Write

p′ = bp, q_z′ = b²q_z, φ = ζφ′

Each momentum integral contributes b^(−(d−1)−2) = b^(−(d+1)). Keeping the coefficient of p² fixed requires

b^(−(d+1)) b⁻² ζ² = 1, so ζ² = b^(d+3)

The other coefficients follow:

r: b^(−(d+1)) b^(d+3) = b²

g²: b² × b⁻⁴ × b² = b⁰

gradient term in q_z²: b² × b⁻⁴ = b⁻²

u: b^(−3(d+1)) ζ⁴ = b^(3−d)

The quartic term has three free momentum integrals, which explains the factor 3 in its exponent. Thus g stays fixed, the gradient along z fades, and u is marginal at d = 3.

Without dipolar forces all components scale alike. Then ζ² = b^(d+2), and u scales as b^(−3d+2d+4) = b^(4−d). The dipolar energy makes the z direction count twice and lowers the marginal dimension from four to three.

The same result follows from the bubble integral ∫G² with the angle kept. Take the kernel as g²μ², with μ = q_z/q, in d = 3. For √r ≪ g, small μ dominates and

∫₀^∞ dμ/(A + g²μ²)² = π/(4gA^(3/2)), A = r + q²

The angular integral runs over both signs of μ, hence a prefactor 1/(2π²) for the half range:

∫G² ≈ (1/2π²)(π/4g) ∫ q²dq/(q² + r)^(3/2) ≈ (1/8πg) ln(Λ/√r)

In d dimensions q² in the numerator becomes q^(d−1). The integral then grows as r^(−(3−d)/2) for d slightly below three and converges for d > 3.

**4. Integrating out a shell**

Split φ into a slow part s and a fast part f, with f in the shell Λe^(−dl) < p < Λ and any q_z. Terms with a single f vanish for slow s because momentum is conserved. The term needed at one loop is

(u/4!) × 6s²f² = (u/4)s²f²

Its average is (u/4)s²∫G. Equating this to (1/2)δr s² gives

δr = (u/2)∫G

The second cumulant enters with a factor −1/2. The Gaussian average has two equal pairings, so the contribution is

−(1/2)(u/4)² × 2s⁴∫G² = −(u²/16)s⁴∫G²

Equating it to δu s⁴/24 gives

δu = −(3/2)u²∫G²

The one-loop self-energy is independent of the external wavevector. It shifts r but changes neither the coefficient of p² nor g.

For the q_z integral put A = r + p² and B = g/p. Then

∫dq_z/(2π) 1/(A + B²q_z²) = 1/(2B√A) = p/(2g√(r + p²))

Differentiating with respect to A and changing the sign gives

∫dq_z/(2π) 1/(A + B²q_z²)² = p/[4g(r + p²)^(3/2)]

In d = 3 the transverse shell contributes Λ²dl/(2π). Measure transverse wavevectors in units of Λ, so that p = 1 on the shell, and define w = u/(16πg). Then

δr = (u/2)(1/2π) dl/[2g√(1 + r)] = 2w dl/√(1 + r)

δu = −(3/2)u²(1/2π) dl/[4g(1 + r)^(3/2)] = −3uw dl/(1 + r)^(3/2)

Adding the rescaling of r yields the flow

dr/dl = 2r + 2w/√(1 + r)

dw/dl = −3w²/(1 + r)^(3/2)

**5. Solving the flow**

The critical line r_c(w) separates flows to large positive r from flows to negative r. At small w it lies at r_c ≈ −w, where the two terms of dr/dl cancel. Let t = r − r_c. Since 2w/√(1 + r) ≈ 2w − wr, the leading equations are

dt/dl = (2 − w)t, dw/dl = −3w²

The second gives d(1/w)/dl = 3, hence

w(l) = w₀/(1 + 3w₀l)

Its integral from 0 to l is (1/3) ln(1 + 3w₀l), so

t(l) = t₀ e^(2l) (1 + 3w₀l)^(−1/3)

The exponent is the coefficient 1 in the equation for t divided by the coefficient 3 in the equation for w.

Stop at t(l*) = 1. Fluctuations at longer scales are then suppressed, and the inverse response in running units is 1 up to corrections of order w. Undoing the rescaling gives 1/(ε₀χ) = κΛ²e^(−2l*). The stopping condition gives e^(2l*) = F/t₀, so

χ = F/(ε₀κΛ²t₀) = F/(ε₀α₀ΔT) = (C/ΔT)F

**6. Limits and effective exponent**

If 3w₀l* ≪ 1, the formula reduces to F ≈ 1 + w₀l*, a weak correction to the Curie–Weiss law. This keeps only the leading logarithm: a constant added to l* is beyond its accuracy and matters when l* is not large. If 3w₀l* ≫ 1, F approaches a constant times [ln(1/t₀)]^(1/3).

The slope over a limited temperature range follows from χ ∝ e^(2l*). Differentiating the condition ln t₀ + 2l* − (1/3) ln(1 + 3w₀l*) = 0 gives

(2 − w(l*)) dl* = −d ln t₀

γ_eff = −d ln χ/d ln ΔT = 2/(2 − w(l*)) ≈ 1 + w(l*)/2

Data over one decade can therefore resemble a power law slightly steeper than Curie–Weiss.

Slightly below three dimensions, with ε = 3 − d and w normalised so that its loop coefficient remains 3,

dw/dl = εw − 3w²

The coupling tends to w = ε/3, and the susceptibility exponent becomes 2/(2 − ε/3) ≈ 1 + ε/6. The logarithm is replaced by a changed power. For d > 3, w decays exponentially and F tends to a constant.

**7. Worked example**

The parameters are rough and chosen in the regime of lead germanate: T_c = 450 K, C = 10⁴ K, P = 5 μC/cm² at 300 K, ε⊥ = 20 and ε_z = 10. The bare correlation length is assumed to be ξ₀ = 0.5 nm, and the cutoff is Λ = 0.5 nm⁻¹. The coefficients are taken as effective values at this cutoff.

The Curie constant gives α₀ = 1/(ε₀C) = 1.13×10⁷ J m/(C² K). Minimising the mean-field energy gives P² = α₀(T_c − T)/β below the transition, so

β = α₀ × 150 K/(0.05 C/m²)² = 6.8×10¹¹ J m⁵/C⁴

κ = α₀T_cξ₀² = 1.27×10⁻⁹ J m³/C²

It follows that g = 2.11 nm⁻¹, u = 15.6 nm⁻¹ and

w₀ = 15.65/(16π × 2.108) = 0.148

The temperature scale is κΛ²/α₀ = 28.1 K. At ΔT = 1 K, t₀ = 1/28.1 = 0.0356. Iteration gives l* = 1.765, and

F = (1 + 3 × 0.148 × 1.765)^(1/3) = 1.21

χ = 10⁴ × 1.21 = 1.2×10⁴

The transverse correlation length is ξ = e^(l*)/Λ. Setting p = 1/ξ in q_z ~ p²/g gives a length gξ² along z. In the list, "flow" is F from numerical integration of the two nonlinear equations of section 4, with the critical line found by integrating backward from small w.

- ΔT = 10 K: F = 1.08; flow 1.08; ξ = 3.5 nm; gξ² = 0.026 μm.
- ΔT = 1 K: F = 1.21; flow 1.16; ξ = 12 nm; gξ² = 0.29 μm.
- ΔT = 0.1 K: F = 1.32; flow 1.22; ξ = 39 nm; gξ² = 3.1 μm.
- ΔT = 0.01 K: F = 1.42; flow 1.28; ξ = 126 nm; gξ² = 34 μm.

The condition 3w₀l* = 1 is reached at ΔT = 0.39 K. Even at 0.01 K the logarithm is not large compared with the constant beside it. At 1 K, w(l*) = 0.083, so the formula gives γ_eff ≈ 1.04, while the nonlinear flow gives about 1.03. This range does not isolate the asymptotic exponent.

**8. Accuracy of the one-loop result**

From 10 K to 0.01 K the formula makes F grow by a factor 1.32, while the nonlinear flow gives 1.18. Part of the reduction can be traced by keeping terms of order w². Let D and v be small deviations of r and w from the critical line. To the order needed,

dD/dl = [2 − w(1 + 3w/2)]D + 2v

dv/dl = (9/2)w²D − 6wv

The factor 1 + 3w/2 comes from r_c ≈ −w. Since D grows as e^(2l), the second equation gives v ≈ (9/4)w²D. Substitution yields

d ln D/dl = 2 − w + 3w²

The last term opposes the logarithmic enhancement. Its integral between two stopping scales, with the leading w(l), is the drop in w(l*) between them. From 10 K to 0.01 K this is 0.119 − 0.052 = 0.067, while the two growth factors differ by ln(1.316/1.182) = 0.107. The term thus gives somewhat more than half of the reduction. Other changes, in w(l) and in the stopping condition, are left out of this estimate; about 0.02 of the difference is already of first order in w₀, because t₀ = 0.36 at 10 K is not small.

Two-loop diagrams also contribute at order w². The nonlinear one-loop flow is therefore not a more accurate prediction. Its difference from the formula, about 10% of F at 0.01 K, is mostly a product of the truncation. With the two-loop diagrams included, the growth rate of ln F is w − 0.95w², with 0.95 = ln(4/3) + 2/3, in place of w − 3w², and dw/dl = −3w² + cw³ with c = 6 ln(4/3) + 34/9 ≈ 5.5. Integrating these gives F ≈ 1.22, 1.33 and 1.42 at 1 K, 0.1 K and 0.01 K, close to the formula, up to a constant factor of relative order w₀² and higher-loop terms.

The same nonlinear flow can be followed far beyond any experimental range. Between t₀ = 10⁻¹⁶⁰ and 10⁻⁸⁰, the slope of ln F against ln(1 + 3w₀l), with l = (1/2) ln(κΛ²ε₀χ), is 0.3255. It is still below 1/3. Along the critical line dw/dl ≈ −3w²(1 + 3w/2), which adds a term (3/2) ln(1 + 3w₀l) to 1/w. The resulting correction to the slope falls only as (ln l)/l. Its sign belongs to the truncated flow: the w³ coefficient is −9/2 here but +5.5 at two loops, so in the model itself the slope approaches 1/3 from above, with about 0.339 over the same range.

**9. Use for a real crystal**

For lead germanate these numbers are estimates, not a fit. The assumed ξ₀ matters strongly: at fixed α₀, β, T_c and ε⊥, w₀ ∝ κ^(−3/2) ∝ ξ₀⁻³, so a 10% change in ξ₀ changes w₀ by about 30% and F at 1 K by about 4%. The cutoff is assumed as well: at fixed coefficients, doubling or halving Λ moves F at 1 K from 1.21 to 1.28 or 1.13. Also, β is taken at 300 K, where the mean-field correlation length, 0.6 nm, is shorter than 1/Λ. Real plates also depart from ideal electrodes. If a non-ferroelectric layer fills a small fraction h of the thickness and has permittivity ε_h, equal displacement and added voltages give 1/ε_measured ≈ 1/ε + h/ε_h. At 0.01 K the model gives ε ≈ 1.4×10⁶. A layer with h/ε_h = 1/(1.4×10⁶) would halve the reading and mask the logarithm in the product εΔT. If the layer does not vary with temperature, it only adds a constant to 1/ε, so the slope of 1/ε against temperature still carries the logarithm. The plate must also be much thicker than gξ². For thickness L, ideal electrodes and polarisation free at the surfaces, q_z = nπ/L, and the n = 0 mode adds roughly gξ²/L to the logarithm when L ≫ gξ². At 0.01 K this is about 0.4 for L = 100 μm, which raises F by about 2%. The formula fails when L approaches gξ².

The transition temperature must also be known accurately. At ΔT = 0.01 K, an error of 1 mK in T_c changes the inferred F by about 10%, more than the 7% that F gains between 0.1 K and 0.01 K.

Four further effects are estimated to be small for these parameters:

- **Kernel and gradient.** Restoring ε_z, a gradient term κq_z² and a zone edge at π nm⁻¹ changes the shell integral of G² at r = 0 by 1.6% at Λ and 0.03% at Λ/10, relative to the simple form.
- **Strain.** For an energy (c/2)(x − QP²)², where x is strain, clamping adds 2cQ² to β. A rough strain of 10⁻³ at 300 K and modulus c = 70 GPa make this 3% of β. This local estimate does not settle whether elastic forces alter the transition very close to T_c.
- **Free carriers.** Screening replaces p² in the dipolar denominator by p² + 1/λ². A rough density of 10¹³ cm⁻³ gives λ = 2.1 μm and (ξ/λ)² = 0.004 at 0.01 K. The dipolar flow fails when ξ approaches λ.
- **Quantum statistics.** For a mode of frequency ν, the first correction to the classical fluctuation is (hν/k_BT)²/12, or 0.1% for a rough 1 THz.

The measuring field sets a stricter condition. With renormalised coefficients a_R = 1/(ε₀χ) and β_R = βw(l*)/w₀, the relation E = a_RP + β_RP³ gives

dP/dE ≈ (1/a_R)(1 − 3β_RE²/a_R³)

A 1% reduction occurs at E = √(0.01a_R³/3β_R), which is 27 V/cm at 1 K but 0.027 V/cm at 0.01 K. These values are for a static field; for a sinusoidal field read at the first harmonic, the amplitude giving 1% is twice as large. Close to T_c, the field amplitude must fall roughly as ΔT^(3/2) to keep the response linear.
